\section*{Matthiessen's Rule as a Lower Bound on Lattice Thermal Resistivity}

\section{What scaling and symmetry fix}

Phonons scatter from one another, from grain boundaries and from defects. Let a linear operator $C$, with elements of dimension 1/time, describe the scattering. Keep the phonon spectrum and the temperature fixed, and multiply every scattering rate by $s>0$. A given temperature gradient then produces a deviation from equilibrium, and a heat flux, smaller by the factor $s$. The thermal resistivity $W$ therefore obeys
\begin{equation}
W(sC)=s\,W(C).
\label{scale}
\end{equation}
For two mechanisms of the same form, $B=sA$, this gives $W(A+B)=(1+s)W(A)=W(A)+W(B)$. Resistivities then add, which is Matthiessen's rule. Hence any general bound $W(A+B)\ge c\,[W(A)+W(B)]$ must have $c\le1$. We shall show that $c=1$ holds.

Symmetry supplies a second fact. Reversing the wavevector $\mathbf q$ leaves the frequency $\omega$ unchanged and reverses the velocity. The heat current is thus odd in $\mathbf q$ and the energy is even. Collisions conserve energy, but this does not by itself protect a heat current. Conservation of crystal momentum, which is odd, can do so.

\section{The transport problem}

Take a finite set of modes $\lambda$ in a volume $V$, with equilibrium occupations $n^0_\lambda=1/(e^{x_\lambda}-1)$ and $x_\lambda=\hbar\omega_\lambda/k_BT$. Write a small deviation as
\begin{equation}
n_\lambda=n^0_\lambda+y_\lambda\phi_\lambda,\qquad y_\lambda=n^0_\lambda(n^0_\lambda+1).
\end{equation}
To first order this is the same as replacing $x_\lambda$ by $x_\lambda-\phi_\lambda$, because $-\partial n^0/\partial x=y$. Define $C$ by $(\partial n/\partial t)_{\rm coll}=-C\phi$. In a uniform gradient along $x$ the steady Boltzmann equation is
\begin{equation}
v_{\lambda x}\frac{\partial n^0_\lambda}{\partial T}\,\partial_xT=-(C\phi)_\lambda .
\end{equation}
Since $\partial n^0/\partial T=y\,\hbar\omega/(k_BT^2)$, it becomes
\begin{equation}
C\phi=-\frac{\partial_xT}{k_BT^2}\,X,\qquad X_\lambda=\hbar\omega_\lambda v_{\lambda x}y_\lambda .
\label{bte}
\end{equation}
The same vector $X$ gives the heat flux, $J=V^{-1}\sum_\lambda\hbar\omega_\lambda v_{\lambda x}y_\lambda\phi_\lambda=X\cdot\phi/V$. If $X$ lies in the range of $C$, we solve with the pseudoinverse $C^+$ and compare with $J=-\kappa\,\partial_xT$:
\begin{equation}
\kappa=\frac{X\cdot C^+X}{Vk_BT^2},\qquad W=\frac1\kappa .
\label{kappa}
\end{equation}
A null vector of $C$ may be added to $\phi$ without changing $J$, since $C$ is symmetric (shown next) and its kernel is then orthogonal to its range.

\section{Why the collision operator is positive semidefinite}

Consider phonons $i$ and $j$ merging into $k$, together with the reverse decay. With a rate constant $K\ge0$ the net rate is
\begin{align}
R&=K[n_in_j(1+n_k)-(1+n_i)(1+n_j)n_k]\nonumber\\
&=K(1+n_i)(1+n_j)(1+n_k)\left[e^{-x_i-x_j+\phi_i+\phi_j}-e^{-x_k+\phi_k}\right],
\end{align}
where we used $n/(1+n)=e^{-x+\phi}$. Energy conservation means $x_i+x_j=x_k$, so the bracket vanishes at $\phi=0$. To first order,
\begin{equation}
R=P(\phi_i+\phi_j-\phi_k),\qquad P=Kn_i^0n_j^0(1+n_k^0)\ge0.
\end{equation}
Let the vector $s$ have entries $+1$ at $i$ and $j$, and $-1$ at $k$. Then $R=P\,s\cdot\phi$, and the occupations change at the rate $-Rs$. Elastic scattering from $i$ to $j$ has the same structure, with $s=+1$ at $i$ and $-1$ at $j$. Summing over processes,
\begin{equation}
C=\sum_pP_p\,s_ps_p^{\mathsf T},\qquad \phi\cdot C\phi=\sum_pP_p(s_p\cdot\phi)^2\ge0 .
\label{squares}
\end{equation}
So $C$ is symmetric and positive semidefinite. The derivation needs exact energy conservation. If a numerical calculation broadens the energy delta function, forward and reverse equilibrium rates differ slightly, and a common $P$ must be assigned to both to keep these properties.

The null vectors are the quantities that every process conserves. Energy, $\phi_\lambda\propto\omega_\lambda$, is one, but $X\cdot\omega=0$ by parity. For normal processes, which conserve crystal momentum, $\phi_\lambda\propto q_{\lambda x}$ is another. Its overlap $X\cdot q_x=\sum_\lambda\hbar\omega_\lambda v_{\lambda x}q_{\lambda x}y_\lambda$ is positive when $v_x$ and $q_x$ have the same sign, as in the film model below.

\section{Resistivity as a minimum}

Define
\begin{equation}
w(C)=\min_{X\cdot\phi=1}\phi\cdot C\phi .
\label{min}
\end{equation}
We show that $W=Vk_BT^2\,w(C)$.

Suppose first that $X\neq0$ lies in the range of $C$. Then $S=X\cdot C^+X>0$. The vector $\phi_C=C^+X/S$ satisfies $X\cdot\phi_C=1$ and $C\phi_C=X/S$. Any other allowed vector is $\phi_C+\delta$ with $X\cdot\delta=0$, and
\begin{align}
(\phi_C+\delta)\cdot C(\phi_C+\delta)
&=\phi_C\cdot C\phi_C+2\delta\cdot C\phi_C+\delta\cdot C\delta\nonumber\\
&=\frac1S+\frac2S\,\delta\cdot X+\delta\cdot C\delta
=\frac1S+\delta\cdot C\delta\ \ge\ \frac1S .
\end{align}
Thus $w=1/S$, which agrees with (\ref{kappa}).

Suppose instead that $X$ is not in the range. Let $z\neq0$ be its projection onto the kernel, so that $X\cdot z=z\cdot z>0$. The allowed vector $z/(X\cdot z)$ gives $\phi\cdot C\phi=0$, hence $w=0$. Physically, the product of (\ref{bte}) with $z$ has zero on the left and a multiple of $\partial_xT$ on the right. A steady state needs $\partial_xT=0$, while a current along $z$ persists undamped. The resistivity is zero.

In both cases a minimizer obeys
\begin{equation}
C\phi_C=w(C)\,X,\qquad X\cdot\phi_C=1 .
\label{station}
\end{equation}
The quantity $\phi\cdot C\phi$ measures entropy production. At fixed heat flux, the phonons arrange their distribution so that it is least.

\section{The bound and the exact excess}

Let $A$ and $B$ be positive semidefinite and act on the same modes, with the same $X$ and $T$. Let $\phi_t$ be a minimizer for $A+B$. It is an allowed trial vector for each operator separately, so
\begin{equation}
w(A+B)=\phi_t\cdot A\phi_t+\phi_t\cdot B\phi_t\ \ge\ w(A)+w(B).
\end{equation}
Multiplication by $Vk_BT^2$ gives the result,
\begin{equation}
\boxed{\,W(A+B)\ge W(A)+W(B)\,}
\label{bound}
\end{equation}
If the right side is positive, then $\kappa(A+B)\le[W(A)+W(B)]^{-1}$. For additive operators of this kind, acting on a spatially uniform distribution, Matthiessen's rule bounds the resistivity from below and the conductivity from above.

The difference can be written down. Set $\delta_A=\phi_t-\phi_A$. Both vectors satisfy the constraint, so $X\cdot\delta_A=0$. With (\ref{station}),
\begin{equation}
\phi_t\cdot A\phi_t=w(A)+2w(A)\,X\cdot\delta_A+\delta_A\cdot A\delta_A=w(A)+\delta_A\cdot A\delta_A .
\end{equation}
The same holds for $B$, and therefore
\begin{equation}
W(A+B)-W(A)-W(B)=Vk_BT^2\left[\delta_A\cdot A\delta_A+\delta_B\cdot B\delta_B\right].
\label{excess}
\end{equation}
If the excess vanishes, both terms vanish, and $\phi_t$ minimizes both forms. Conversely, a shared minimizer used as a trial vector for $A+B$ gives $w(A+B)\le w(A)+w(B)$, hence equality. So equality holds exactly when $A$ and $B$ have a minimizer in common. The excess is the price of a compromise: each mechanism alone would select its own distribution of least dissipation, but when both act, a single distribution must serve both.

Any trial vector with $X\cdot\phi=1$ also gives an upper bound, $w(A+B)\le\phi\cdot(A+B)\phi$.

\subsection*{Two modes: no universal ceiling}

Take $X=(1,1)$, $A=\mathrm{diag}(1,\varepsilon)$ and $B=\mathrm{diag}(\varepsilon,1)$. Then
\begin{equation}
w(A)=w(B)=\frac1{1+1/\varepsilon}=\frac{\varepsilon}{1+\varepsilon},\qquad
w(A+B)=\frac{1+\varepsilon}{2},
\end{equation}
because $A+B$ is $(1+\varepsilon)$ times the unit matrix. The ratio is
\begin{equation}
\frac{w(A+B)}{w(A)+w(B)}=\frac{(1+\varepsilon)^2}{4\varepsilon}.
\end{equation}
It equals 1 at $\varepsilon=1$, is 25.5 at $\varepsilon=0.01$, and grows without limit as $\varepsilon\to0$. Each mechanism leaves one channel nearly free, and the other mechanism closes it.

This example also separates two rules. Adding the scattering rates mode by mode is correct here, since it forms $A+B$. Adding the resistivities after summing over modes is the approximation.

\subsection*{The resistivity tensor}

Let $C$ be positive definite and let the three columns of $\mathsf X$ be independent heat-current vectors for $x,y,z$. Apart from the factor $Vk_BT^2$, the resistivity tensor is $\rho=(\mathsf X^{\mathsf T}C^{-1}\mathsf X)^{-1}$. For a given vector $u$, put $\phi_u=C^{-1}\mathsf X\rho u$. Then $\mathsf X^{\mathsf T}\phi_u=u$ and $\phi_u\cdot C\phi_u=u\cdot\rho u$. A change $\delta$ with $\mathsf X^{\mathsf T}\delta=0$ has the cross term $2\delta\cdot\mathsf X\rho u=0$, so $u\cdot\rho u$ is the minimum of $\phi\cdot C\phi$ at fixed flux vector $u$. Splitting the minimum as before gives $u\cdot[\rho(A+B)-\rho(A)-\rho(B)]u\ge0$ for every $u$.

\section{A small kinetic model}

Let right movers and left movers have energies $e=1,\dots,5$, speed 1, and an energy unit of $0.4\,k_BT$. Three kinds of process act: merging that keeps the direction ($K=1$), merging whose product moves the opposite way ($K=0.3$), and elastic reversal ($K=0.1e^2$). Differentiating the nonlinear rate equations numerically reproduces (\ref{squares}) for each kind, element by element, within a small numerical tolerance.

In reduced units the separate resistivities are 0, 0.0696 and 0.0114. The first is zero because momentum is conserved. Yet adding this resistanceless mechanism to the second raises 0.0696 to 0.0852. It dissipates nothing in a drifting distribution, but the reversing collisions alone prefer a different distribution, and that one it does damp. All three together give 0.1198, against a sum of 0.0810.

\section{Heat flow in a polycrystalline film}

\subsection*{Model}

We now take in-plane heat flow in a multilayer MoS$_2$ film at 300 K, with rough typical parameters. Three acoustic branches share the dispersion
\begin{equation}
\omega^2=v_\parallel^2(q_x^2+q_y^2)+v_\perp^2q_z^2,\qquad v_\parallel=5\ \mathrm{km/s},\quad v_\perp=2\ \mathrm{km/s}.
\end{equation}
The lattice constant 0.316 nm and layer spacing 0.615 nm give a cell volume $V_c=0.0532\ \mathrm{nm^3}$. One mode per cell and branch fixes the cutoff, $\omega_D^3=6\pi^2v_\parallel^2v_\perp/V_c$, or $\omega_D/2\pi=6.08$ THz. The resulting ellipsoid holds the right number of modes but does not have the shape of the Brillouin zone. Along $z$ it reaches $\omega_D/v_\perp=19\ \mathrm{nm^{-1}}$, far beyond the zone boundary at $\pi/(0.615\ \mathrm{nm})=5.1\ \mathrm{nm^{-1}}$ for one layer per cell. The conductivities and the size of the excess found below therefore belong to this model, and those of a real film can differ appreciably. With the same dispersion, a cylindrical zone with $|q_z|<5.1\ \mathrm{nm^{-1}}$ and the same number of modes changes the pristine conductivity found below from 72 to 55 W/(m\,K), the total from 42 to 36 W/(m\,K), and the excess over the sum of pristine and grain resistivities from 9\% to 16\%. The inequality itself does not depend on the shape of the cutoff.

Umklapp scattering $U$ has the rate $\Gamma_U\propto\omega^2T$, with a lifetime of 200 ps at 1 THz and 300 K. At the cutoff this is $(6.077)^2/(200\ \mathrm{ps})=0.185\ \mathrm{ps^{-1}}$. Grain boundaries $G$ give the uniform rate $\Gamma_G=v_\parallel/L=0.050\ \mathrm{ps^{-1}}$ for $L=100$ nm. Normal scattering $N$, with $\Gamma_N\propto\omega^2T$ and 100 ps at 1 THz, relaxes the phonons toward a drifting distribution:
\begin{equation}
\phi\cdot N\phi=\min_\beta\sum_\lambda y_\lambda\Gamma_{N\lambda}(\phi_\lambda-\beta q_{\lambda x})^2 .
\end{equation}
This is positive semidefinite, with $q_x$ as a null vector.

For this dispersion $v_x=\partial\omega/\partial q_x=v_\parallel^2q_x/\omega$, so that $X_\lambda=\hbar v_\parallel^2q_{\lambda x}y_\lambda$. The grain operator is $G_{\lambda\lambda}=y_\lambda\Gamma_G$, and its minimizer $\propto G^{-1}X$ is proportional to $q_x$. It is the same drift that minimizes $N$. Our equality condition then predicts $W(N+G)=W(N)+W(G)=W(G)$.

\subsection*{Umklapp and grains at high temperature}

Without $N$ both operators are diagonal, and $\kappa$ is a sum of (heat capacity)$\,\times v_x^2/\Gamma$ over modes. At high temperature each mode has heat capacity $k_B$. The number of modes below $z=\omega/\omega_D$ grows as $z^3$, and the angular average of $v_x^2$ is $v_\parallel^2/3$. With $r=\Gamma_U(\omega_D)/\Gamma_G$ and $\kappa_G$ the grain-limited conductivity,
\begin{align}
\frac{\kappa_U}{\kappa_G}&=\int_0^1\frac{3z^2\,dz}{rz^2}=\frac3r,\\
\frac{\kappa_{UG}}{\kappa_G}&=\int_0^1\frac{3z^2\,dz}{1+rz^2}
=\frac3r\left(1-\frac{\arctan\sqrt r}{\sqrt r}\right).
\end{align}
The second integral follows from $z^2/(1+rz^2)=r^{-1}[1-1/(1+rz^2)]$. The ratio of true to added resistivity is $R=(\kappa_G/\kappa_{UG})/(r/3+1)$, or
\begin{equation}
R=\frac{r^{3/2}}{(r+3)(\sqrt r-\arctan\sqrt r)} .
\end{equation}
For small $r$, $\sqrt r-\arctan\sqrt r\simeq r^{3/2}(1/3-r/5)$ and $R\simeq1+4r/15$. For large $r$, $R\simeq1+\pi/(2\sqrt r)$. For these two mechanisms the rule is recovered when either one dominates, though slowly on the umklapp side, where $R$ is still 1.14 at $r=100$. In between, $R$ has a maximum of 1.29 at $r\approx6.4$. The film has $r=0.1847/0.0500=3.69$, for which $R=1.276$. The quantum heat capacity at 300 K changes this slightly, to 1.281.

\subsection*{Numbers at 300 K}

The grain-limited value can be checked by hand. The acoustic heat capacity is $0.743\ \mathrm{MJ/(m^3K)}$, so
\begin{equation}
\kappa_G=\frac{0.7432\times10^6\times5000\times10^{-7}}{3}\ \mathrm{\frac{W}{m\,K}}=124\ \mathrm{\frac{W}{m\,K}} .
\end{equation}
Solving the full operators gives the following.
\begin{center}
\begin{tabular}{lcc}
mechanisms & $W$ ($10^{-3}$ m\,K/W) & $\kappa$ (W/(m\,K))\\
$N$ & 0 & infinite\\
$U$ & 9.73 & 102.7\\
$G$ & 8.07 & 123.9\\
$N+G$ & 8.07 & 123.9\\
$N+U$ & 13.92 & 71.9\\
$U+G$ & 22.81 & 43.8\\
$N+U+G$ & 24.01 & 41.6
\end{tabular}
\end{center}
The predicted equality for $N+G$ appears. With $U$, by contrast, normal scattering raises $W$ from 9.73 to 13.92, though it has no resistivity of its own.

The size of the error depends on how the total is divided. Adding the resistivities of the pristine crystal ($N+U$) and of the grains gives $13.92+8.07=21.99$, and the true value is 9\% larger than this sum. Adding all three separate values gives 17.81, and the true value is 35\% larger. By (\ref{excess}), the excess over the first sum is $1.41+0.61=2.02$, in the units of the table. The larger part is extra dissipation in the pristine-crystal operator, whose preferred distribution the grains disturb.

The drift is a useful trial vector. It gives 17.73 for $U$, zero for $N$ and 8.07 for $G$, so
\begin{equation}
21.99\le W(N+U+G)\times10^3\,\mathrm{W/(m\,K)}\le25.80 .
\end{equation}
When normal scattering becomes very strong, it forces the drift on the phonons. Then $W(N+U)$ tends to 17.73 and the total to 25.80, so the sum rule for $N+U$ and $G$ becomes exact in this model. This fits the smaller relative excess with normal scattering (9\%) than without it (28\%).

At a heat flux of $0.1\ \mathrm{MW/cm^2}=10^9\ \mathrm{W/m^2}$ the gradient is $10^9\times0.02401\ \mathrm{K/m}=24.0\ \mathrm{K/\mu m}$. The sum of the $N+U$ and $G$ resistivities would predict 22.0 K/$\mu$m. For the same flux and geometry, the rule underestimates the temperature rise.

\section{The model beside a real film}

Good MoS$_2$ crystals conduct very roughly 100 W/(m\,K) in plane at room temperature, so the 72 W/(m\,K) of the pristine model has the right order. Of the changes tried here, one to the linear dispersion matters most. If the group velocity falls to zero at the cutoff as $\sqrt{1-(\omega/\omega_D)^2}$, with frequencies, mode count and intrinsic rates held fixed and the grain rate reduced in proportion to the velocity, the total $\kappa$ drops by 52\% to 20 W/(m\,K), and the ratio of the true $W$ to the sum of film and grain parts rises from 1.09 to 1.21. This estimate changes the velocity alone; in a consistent dispersion the frequencies would change as well. Replacing the linear frequency $\omega$ by $(2\omega_D/\pi)\sin(\pi\omega/2\omega_D)$, with its own group velocity and the same rate laws, lowers the total by 68\% to 13 W/(m\,K) and gives a ratio of 1.26. The absolute conductivity is therefore uncertain by at least a factor of two.

Other changes, made one at a time, are smaller. A grain rate that follows the in-plane speed of each mode raises $\kappa$ by 5\%. Tungsten on 0.1\% of the molybdenum sites lowers it by 10\%, and operation at 400 K by 16\%. Diffuse surfaces on a film of thickness $d=200$ nm, described by an added rate $2|v_z|/d$, lower it by 5\%. That rate suits films much thinner than the vertical mean free path, and here it overstates the effect by about a factor of two. With surfaces and tungsten counted in the film part, the ratio runs from about 1.05 to about 1.11 in these four cases. Optical phonons, taken at 45 meV with 1 km/s and 3 ps, would add about 2 W/(m\,K). Electrons at $10^{18}\ \mathrm{cm^{-3}}$ and 50 cm$^2$/Vs add about 0.004 W/(m\,K).

The uniform grain rate is itself crude. An umklapp path at 1 THz is $5\ \mathrm{km/s}\times200\ \mathrm{ps}=1\ \mu$m, ten grain sizes, so the distribution in a real grain varies with position. The heat-weighted lifetime from umklapp and grain rates, multiplied by the in-plane sound speed, gives a length of about 41 nm. The mean free path is somewhat shorter, because modes tilted out of the plane move more slowly. Near a hot spot of about this size the local conductivity used here loses its meaning, and for one a few times larger it is already inaccurate.

\section{When the inequality may fail}

The proof needs the operators to add. If one defect scatters through two perturbations with amplitudes $M_1$ and $M_2$, its rate is proportional to
\begin{equation}
|M_1+M_2|^2=|M_1|^2+|M_2|^2+2\,\mathrm{Re}(M_1^*M_2).
\end{equation}
For $M_2=-M_1$ the defect does not scatter at all, and the total lies below the sum of the two separate resistivities. Such perturbations must be combined into one operator first.

The proof needs a spatially uniform distribution, so that the steady equation has the form (\ref{bte}) with a symmetric $C$. Near walls the distribution varies with position, and the streaming term $\mathbf v\cdot\nabla\phi$, which is not symmetric, joins the operator. In a circular wire of diameter $D$ with diffuse walls and a single bulk mean free path $\Lambda$, the sum of bulk and boundary-limited resistivities is $W_{\rm bulk}(1+\Lambda/D)$, whereas the solution for $D\gg\Lambda$ is about $W_{\rm bulk}(1+3\Lambda/4D)$. For $D$ from 3 to 10 times $\Lambda$ the true value lies about 2\% below the sum.

The proof also needs common modes and a common temperature. If alloying or strain changes frequencies and velocities, then $X$ changes too, and the resistivity of the unaltered crystal is no longer a term in the bound. For a calculated conductivity this gives a usable check: if the Boltzmann equation is solved for a uniform distribution, the spectrum, temperature and mode set are the same, and the symmetric operators add, a total resistivity below the sum of the parts signals an error in the operators or in their solution. The values behind this example are in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
Two modes, eps = 0.01: W(A+B)/(W(A)+W(B)) = 25.5025
Kinetic model, energy unit/kT = 0.4, W in reduced units:
  momentum-conserving 0.00000, reversing 0.06962, elastic 0.01141
  conserving+reversing 0.08522, all three 0.11979, sum of separate 0.08103
Film inputs: v_in 5000 m/s, v_out 2000 m/s, T 300 K, grain 100 nm
  lattice constant 0.316 nm, layer spacing 0.615 nm
  lifetimes at 1 THz: umklapp 200 ps, normal 100 ps
Cell volume 0.05318 nm^3, cutoff frequency 6.077 THz
Acoustic heat capacity 0.7432 MJ/(m^3 K)
Grain rate 0.0500 1/ps, umklapp rate at cutoff 0.1847 1/ps
Resistivity W in 1e-3 m K/W, conductivity in W/(m K):
  normal alone      W = 0.0000
  umklapp alone     W = 9.7328, kappa = 102.745
  grains alone      W = 8.0732, kappa = 123.867
  normal+umklapp    W = 13.9177, kappa = 71.851
  umklapp+grains    W = 22.8114, kappa = 43.838
  normal+grains     W = 8.0732, kappa = 123.867
  all three         W = 24.0126, kappa = 41.645
  sum (N+U), G      W = 21.9909, kappa = 45.473
  sum N, U, G       W = 17.8060, kappa = 56.161
Drift trial: umklapp part 17.7293, upper bound for all three 25.8025 (1e-3 m K/W)
Excess over (N+U), G: 2.0217 = 1.4118 (N+U part) + 0.6099 (grain part), 1e-3 m K/W
Ratio W_all/(W_NU+W_G) = 1.0919
Ratio W_all/(W_N+W_U+W_G) = 1.3486
Ratio W_UG/(W_U+W_G) at 300 K = 1.2811
High-temperature ratio at r = 3.6932: 1.2764
Largest high-temperature ratio 1.2898 at r = 6.397
Gradient at 0.1 MW/cm2: full 24.013 K/um, from sum (N+U), G 21.991 K/um
Heat-weighted mean free path (umklapp+grains) 41.37 nm
Neglected effects: kappa in W/(m K), change, ratio W_total/(W_film+W_grain):
  flattened dispersion (velocity only): 20.076, -51.8 %, 1.2110
  direction-dependent grain rate: 43.583, +4.7 %, 1.1047
  diffuse surfaces, 200 nm film: 39.541, -5.1 %, 1.0498
  0.1 % W on Mo sites: 37.440, -10.1 %, 1.1149
  film at 400 K: 34.953, -16.1 %, 1.0915
  optical phonons (45 meV, 1 km/s, 3 ps): about 1.83 W/(m K)
  electrons (1e18 cm^-3, 50 cm2/Vs): about 0.0036 W/(m K)
\end{verbatim}
